# Born series convergence for the Coulomb resolvent at negative and complex energies, part 2

At which energies does the Born series $\sum_m B_m$ of a one-electron ion converge to the resolvent $G=(E-H)^{-1}$? We use Hartree atomic units, a fixed point nucleus and no relativity: $H=T+V$, $T=-\tfrac12\nabla^2$, $V=-Z/r$ ($Z>0$ attracts), $G_0=(E-T)^{-1}$, $E=-k^2/2$ off $[0,\infty)$, $\mathrm{Re}\,k>0$, and

$$B_m=G_0(VG_0)^m=K^mG_0,\qquad K=G_0V .$$

In wave $l$, $\phi=u(r)Y_{lm}/r$ and $h_l=-\tfrac12 d^2/dr^2+l(l+1)/(2r^2)$. With $x=2kr$ and $u=x^{l+1}e^{-x/2}F$, the equation $(h_l+k^2/2)u=\nu k\,u/r$ becomes

$$xF''+(b-x)F'-aF=0,\qquad a=l+1-\nu,\quad b=2l+2 .$$

$F=\sum_ja_jx^j$ has $a_{j+1}/a_j=(j+a)/[(j+1)(j+b)]$.

For real $k$, finite norm and kinetic energy require $\nu=n>l$. The solutions are the Sturmians

$$S_{nl}=\sqrt{\frac{(n-l-1)!}{(n+l)!}}\;x^{l+1}e^{-x/2}L^{2l+1}_{n-l-1}(x),$$

with $L_j^\alpha=(x^{-\alpha}e^x/j!)\,d^j(x^{j+\alpha}e^{-x})/dx^j$ (Rodrigues). They are eigenfunctions of $K$ (Weinberg states) with eigenvalues $\eta_n=Z/(nk)$.

Let $R=-G_0$, $W=r^{-1/2}$, $\Omega=R^{1/2}r^{-1}R^{1/2}$. For real $k$, $A=WRW$ is compact, with eigenvalues $1/(nk)$. (An operator is compact exactly when it sends every weakly vanishing sequence to one whose norm vanishes.) In one wave, dropping $l$, the $\varphi_n=\sqrt{nk}\,R^{1/2}S_n/r$ form an orthonormal basis with $\Omega\varphi_n=\varphi_n/(nk)$, and

$$G=-\sum_n\frac{|S_n\rangle\langle S_n|}{nk-Z},$$

$$G-\sum_{m=0}^MB_m=-\sum_n\frac{\eta_n^{M+1}}{1-\eta_n}\,\frac{|S_n\rangle\langle S_n|}{nk}.$$

The norm bound $\|B_m\|\le(2/k^2)|\eta_1|^m$ and the witness vector $S_{10}/r$, with

$$B_m\,\frac{S_{10}}{r}=-\eta_1^m\,\frac{S_{10}}{k},$$

show that for real $E<0$ the series converges in operator norm exactly when $|\eta_1|<1$. For $Z>0$ this means $E<E_1$, where $E_n=-Z^2/(2n^2)$. The level count: in each wave, as many $\eta_n$ exceed 1 as there are levels below $E$.

With $V$ replaced by $\lambda V$, the series is the Taylor series of $G$ about $\lambda=0$, taken at $\lambda=1$; the poles are $\lambda_n=1/\eta_n$.

"The program" is the accompanying numerical check. The question now is whether this can be shown for Li²⁺.

**A.** Take $Z=3$. The model has $E_1=-4.5$ hartree $=-122.5$ eV and $E_2=-1.125$ hartree $=-30.6$ eV. The electron-volt values are rounded because the real ion has a finite nuclear mass and relativistic shifts; the longer decimals below belong to the model. As an independent road the program discretizes $h_l$ by Gauss–Lobatto collocation (degree 140, box radius 40 bohr) without Sturmians. It asserts that the four largest eigenvalues of $K$ equal $Z/(nk)$ to $10^{-8}$ relative for $l=0,1,2$ at three energies, and that the level count holds there. The s-wave values are:

| $k$ (bohr⁻¹) | $E$ (hartree) | $\eta_1$ | $\eta_2$ | $\eta_3$ |
|---|---|---|---|---|
| 4.0 | −8.000 | 0.7500 | 0.3750 | 0.2500 |
| 2.4 | −2.880 | 1.2500 | 0.6250 | 0.4167 |
| 1.2 | −0.720 | 2.5000 | 1.2500 | 0.8333 |

The energies are −217.7, −78.4 and −19.6 eV.

Probe with the 1s function $f=2Z^{3/2}re^{-Zr}$, for which $\langle f|G|f\rangle=1/(E-E_1)$ exactly. We need $c_n=\int fS_{n0}\,dr$. With $r=x/2k$, $dr=dx/2k$, $s=(Z+k)/(2k)$ and $S_{n0}=n^{-1/2}xe^{-x/2}L^1_{n-1}$, we have $c_n=2Z^{3/2}(2k)^{-2}n^{-1/2}\int x^2e^{-sx}L^1_{n-1}dx$. The Rodrigues formula and $n-1$ partial integrations, each bringing down $-(1-s)$, give

$$J(s)=\int_0^\infty xe^{-sx}L^1_{n-1}dx=\frac{(s-1)^{n-1}}{(n-1)!}\int_0^\infty x^ne^{-sx}dx=\frac{n(s-1)^{n-1}}{s^{n+1}}.$$

The needed integral is $-J'(s)=n(s-1)^{n-2}s^{-n-2}[(n+1)(s-1)-(n-1)s]$, and the bracket is $2s-n-1=Z/k-n$. Therefore

$$c_n=\frac{2Z^{3/2}}{(2k)^2}\sqrt n\,(s-1)^{n-2}s^{-n-2}\Big(\frac Zk-n\Big),\qquad c_1=\frac{8kZ^{3/2}}{(Z+k)^3},$$

where for $n=1$ the factor $Z/k-1=2(s-1)$ cancels $(s-1)^{-1}$. For $n\ge2$, $c_n$ vanishes at $k=Z/n$, which removes those energy poles from $-\sum c_n^2/(nk-Z)$, as $1/(E-E_1)$ demands.

At $k=4$, $c_1=8\cdot4\cdot3^{3/2}/7^3=0.484772$, $c_2=-0.489694$, $c_3=0.154221$ bohr$^{1/2}$, and $c_1^2/k=0.058751$ hartree⁻¹. The pole is at $\lambda_1=1.3333$, outside the unit disc. The exact value is $1/(-8+4.5)=-0.285714$ hartree⁻¹. At $k=2.4$, $c_1=8\cdot2.4\cdot3^{3/2}/5.4^3=0.633581$, $c_2=-0.298673$, $c_3=-0.094836$ bohr$^{1/2}$, $c_1^2/k=0.167260$ hartree⁻¹, $\lambda_1=0.8000$, and the exact value is $1/(-2.88+4.5)=+0.617284$ hartree⁻¹. The grid gives, in hartree⁻¹:

| $m$ | term, $k=4$ | sum | term, $k=2.4$ | sum |
|---|---|---|---|---|
| 0 | −0.090796 | −0.090796 | −0.187133 | −0.187133 |
| 1 | −0.055816 | −0.146611 | −0.221223 | −0.408356 |
| 2 | −0.037390 | −0.184001 | −0.268824 | −0.677180 |
| 5 | −0.014166 | −0.243755 | −0.512226 | −1.931938 |
| 10 | −0.003310 | −0.275788 | −1.557901 | −7.171091 |
| 20 | −0.000186 | −0.285155 | −14.507505 | −71.920230 |

The program asserts that the terms $m=0,1,2,5,20$ equal $-\sum_n\eta_n^mc_n^2/(nk)$ to $10^{-8}$ relative, and that the norm bound holds for $m=0$ to 11. At $k=4$ the three leading channels give $-(0.484772^2/4+0.489694^2/8+0.154221^2/12)\approx-0.091$ for $m=0$. The first terms fall faster than $\eta_1^m$ because the channels $n\ge2$ are sizeable at first and die with smaller $\eta_n$. Channel 2 fades relative to channel 1 as $(\eta_2/\eta_1)^m=2^{-m}$, so at $m=10$ the first channel alone gives $-0.058751\times0.75^{10}=-0.00331$. The ratio of terms 41 and 40 is 0.750000. The remainder after $M=20$ from $n=1$ is $-0.058751\times0.75^{21}/(1-0.75)=-5.5894\times10^{-4}$ hartree⁻¹, equal to the computed one within the asserted $10^{-5}$ relative.

At $k=2.4$ every term is negative, as $-\sum\eta_n^mc_n^2/(nk)$ must be for $Z>0$, while the exact value is positive, so no partial sum can approach it. The ratio is 1.250000, term 20 is $-0.167260\times1.25^{20}=-14.5075$, and the remainder formula gives the partial sum $0.617284+0.167260\times1.25^{21}/(1-1.25)=-71.92$.

At $k=Z=3$, $c_1=8Z^{5/2}/(2Z)^3=Z^{-1/2}$, so the terms tend to $-c_1^2/k=-1/Z^2$. Term 40 is $-0.111111$ hartree⁻¹.

**Q.** If my probe has p symmetry, does the 1s level still spoil the series?

**A.** No. $G_0$ and $V$ conserve $l$, and in wave $l$ the largest eigenvalue has $n=l+1$. The bound and the witness vector (now $S_{l+1,l}/r$) carry over, and the condition becomes $|E|>Z^2/[2(l+1)^2]$. With the normalized 2p function $\sqrt{Z^5/24}\,r^2e^{-Zr/2}$ at $k=2.4$, above $E_1$ but below $E_2$, the Born sum is $-0.569801$ hartree⁻¹, equal to $1/(-2.88+1.125)$. At $k=1.2$, above $E_2$, the term ratio is $\eta_2=1.250000$.

Symmetry is one case of a wider rule. For real $k$ and one wave, $\langle f|B_m|g\rangle=-\sum_n\eta_n^m\langle f|S_n\rangle\langle S_n|g\rangle/(nk)$. The $|\eta_n|$ are all different, so the largest one with a nonzero product of overlaps dominates, and the element converges exactly when that product vanishes for every $|\eta_n|\ge1$. For the s-wave state $r(1-\beta r)e^{-Zr}$, the overlap with $S_{10}$ is proportional to $\int r^2(1-\beta r)e^{-(Z+k)r}dr=2/(Z+k)^3-6\beta/(Z+k)^4$, which vanishes at $\beta=(Z+k)/3=1.8$ bohr⁻¹ for $k=2.4$. After normalization the Born sum and the direct solution both give $-0.347066$ hartree⁻¹. This depends on $\beta$ being tuned to $k$; any leftover overlap $\epsilon$ adds $-\epsilon^2\eta_1^m/k$ to the terms, which wins in the end.

**Q.** Then a repulsive Coulomb potential, with no bound state, should be safe at every negative energy?

**A.** It is not. The convergence proof and the witness vector used only $|\eta_1|$. For $Z<0$ the eigenvalues are negative, $G=-\sum|S_n\rangle\langle S_n|/(nk+|Z|)$ is finite for all $E<0$, and yet the series diverges for $k\le|Z|$. The pole $\lambda_1=-k/|Z|$ lies on the negative axis, where $\lambda V$ is attractive and binds at $E$, and the disc of convergence depends only on the distance to the pole. With $Z=-3$ and the same $f$, the $c_n$ are unchanged because the Sturmians do not contain $Z$. At $k=4$ the direct value is $-0.057031$ hartree⁻¹, the ratio is $-0.750000$, and the remainder formula gives the sum to $m=20$ as $-0.057031+0.058751\,(-0.75)^{21}/1.75=-0.057111$. At $k=2.4$ the direct value is $-0.086686$, the ratio is $-1.250000$, and the sum is $-0.086686+0.167260\,(-1.25)^{21}/2.25=-8.1464$. Both agree with the printed sums. The program also asserts that the grid Hamiltonian has no negative level. At $k=|Z|$ the terms on the witness vector alternate at constant size, which is again not convergence.

**Q.** With a line width my energies are complex. What replaces "below the ground energy"?

**A.** The condition $|E|>Z^2/2$, for $E$ off $[0,\infty)$. Now $k=|k|e^{i\theta}$ with $|\theta|<\pi/2$. Divergence for $|\eta_1|\ge1$ follows as before, since $S_{10}=2kre^{-kr}$ still decays and still satisfies its equation, and $|\eta_1|^2=Z^2/|k|^2=Z^2/(2|E|)$. Convergence needs a new argument, because $R=(T-E)^{-1}$ is no longer symmetric.

First, compactness. Let $C_1=(T+\tfrac12)^{-1/2}W$. Then $C_1^\dagger C_1$ is the compact $A$ at $k=1$, so $C_1$ is compact by the same sequence criterion. We have $A(E)=WRW=C_1^\dagger[(T+\tfrac12)R]C_1$, and $(t+\tfrac12)/(t-E)$ is bounded on $t\ge0$. So $A(E)$ is compact, and by the Riesz–Schauder theorem its nonzero spectrum consists of eigenvalues. For $A\chi=\mu\chi$, $u=RW\chi$ again solves the radial equation with $\nu k=1/\mu$, and it has finite energy because $(T+\tfrac12)^{1/2}u=(T+\tfrac12)RC_1\chi$.

Second, the eigenvalues. In $\nu k\langle r^{-1}\rangle=\langle h_l\rangle+\tfrac12k^2\langle u|u\rangle$ the right side is a positive combination of $1$ and $e^{2i\theta}$, so its argument lies between $0$ and $2\theta$. Then $\arg\nu$ lies between $-\theta$ and $\theta$, and $\mathrm{Re}\,\nu>0$. Set $c=b-a=l+1+\nu$, with $\mathrm{Re}\,c>0$. Differentiating the series for $F$ gives coefficients $(j+1)a_{j+1}$, whose ratio is $(j+a+1)/[(j+1)(j+b+1)]$ and whose first member is $a_0a/b$. So $F^{(p)}$ is the same series with $a'=a+p$, $b'=b+p$, times a constant that is nonzero unless $a$ is zero or a negative integer. Choose $p$ with $\mathrm{Re}\,a'\ge1$. Expanding $e^{xt}$ in $\int_0^1e^{xt}t^{a'-1}(1-t)^{c-1}dt$ and using the beta integral gives coefficients $\Gamma(a'+j)\Gamma(c)/[j!\,\Gamma(b'+j)]$, which have the required ratio, so the integral is proportional to $F^{(p)}$. Substituting $t=1-\sigma/|x|$ with $x=|x|e^{i\theta}$,

$$F^{(p)}\propto e^{x}|x|^{-c}\int_0^{|x|}e^{-\sigma e^{i\theta}}\sigma^{c-1}\Big(1-\frac{\sigma}{|x|}\Big)^{a'-1}d\sigma .$$

The integrand is dominated by $e^{-\sigma\cos\theta}\sigma^{\mathrm{Re}\,c-1}$, so the integral tends to $\Gamma(c)e^{-i\theta c}\neq0$, and $F^{(p)}$ grows like $e^{\mathrm{Re}\,x}$ times a power. An admissible $u$ has $u$, $u'$ and, by the equation, $u''$ square integrable at large $r$, so $u$ and $u'$ are bounded. Then $F$ and $F'$ are at most $e^{\mathrm{Re}\,x/2}$ times a power, and so is $F^{(p)}$, which repeated use of the differential equation expresses through $F$ and $F'$ with rational coefficients. This contradiction forces $a=-j$ and $\nu=n$. The eigenvalues of $ZA(E)$ remain $Z/(nk)$.

Third, the sum. Writing $r^{-1}=WW$ and regrouping, $B_{m+1}=-R(ZWWR)^{m+1}=-Z\,RW\,(ZA)^m\,WR$. The end factors $RW=(T+\tfrac12)^{1/2}RC_1$ and $WR=C_1^\dagger(T+\tfrac12)^{1/2}R$ are bounded. The function $(1-\lambda ZA)^{-1}$ is analytic for $|\lambda|<|k/Z|$, with Taylor coefficients $(ZA)^m$. If $|k/Z|>1$, Cauchy's estimate on a circle of radius $\rho$ with $1<\rho<|k/Z|$ gives $\|(ZA)^m\|\le\text{const}\cdot\rho^{-m}$, and the series converges. Its sum $\Sigma$ obeys $\Sigma=G_0+G_0V\Sigma$, hence $(E-H)\Sigma=1$ and $\Sigma=G$.

At $E=3+6i$ hartree, $|E|=6.7082$, $k=1.9257-3.1158i$ bohr⁻¹ and $|\eta_1|=\sqrt{4.5/6.7082}=0.8190$. The sum to $m=200$ reproduces $1/(7.5+6i)=0.081301-0.065041i$ hartree⁻¹, although $\mathrm{Re}\,E$ is positive. At $E=-1+3i$, $|E|=3.1623$, $k=2.0402-1.4705i$ and $|\eta_1|=1.1929$. The exact value is $1/(3.5+3i)=0.164706-0.141176i$, while the sum to $m=200$ has reached $(-5.8+4.6i)\times10^{14}$. The program asserts the three largest s-wave eigenvalues to $10^{-7}$ relative, and the witness identity at $m=20$ to $10^{-8}$ relative, at these two energies and at $-2.88$ hartree.

Between the bound levels an imaginary part helps only if it lifts $|E|$ above $Z^2/2$, that is if $|\mathrm{Im}\,E|>\sqrt{Z^4/4-(\mathrm{Re}\,E)^2}$. At $\mathrm{Re}\,E=E_1+\delta$ the threshold is $\sqrt{\delta(Z^2-\delta)}$, which vanishes only like $\sqrt\delta$ and is already 0.30 hartree at $\delta=0.01$ hartree; at $\mathrm{Re}\,E=-2.88$ hartree it must exceed 3.46 hartree. The operator-norm argument does not extend to real $E\ge0$. As $E$ approaches that half-line, $\|R\|$, the inverse distance to it, is unbounded, the estimates above lose their uniformity, and $\mathrm{Re}\,k\to0$ removes the decay of the Sturmians. This limits the statement about norms only. It does not show that matrix elements between decaying functions, such as $\langle f|B_m|f\rangle$, lack limits at $E+i0$ or fail to sum there; that question is not treated here.

**Q.** If I need $G$ between $E_1$ and $E_2$, can the series be repaired?

**A.** Yes, by removing the offending Weinberg state from the potential and restoring it exactly; this is Weinberg's quasiparticle method. Take real $k$ with $Z/2<k<Z$, let $w=S_{10}/r$ in the s wave, and set $V'=V+Z|w\rangle\langle w|$. From the definition $\varphi_1=\sqrt k\,R^{1/2}S_{10}/r$ we have $R^{1/2}w=\varphi_1/\sqrt k$, so

$$-R^{1/2}V'R^{1/2}=Z\Omega-\frac Zk|\varphi_1\rangle\langle\varphi_1| .$$

This operator has eigenvalue $0$ on $\varphi_1$ and the old $\eta_n$ on all other basis vectors. Its norm is $\eta_2=Z/(2k)<1$, so the Born series in $V'$ converges to $G'=(E-T-V')^{-1}$. $G'$ differs from $G$ only in the first channel, where $1/(k-Z)$ is replaced by $1/k$. Since $1/(k-Z)-1/k=\eta_1/(k-Z)$,

$$G=G'-\frac{\eta_1}{k-Z}\,|S_{10}\rangle\langle S_{10}| .$$

At $k=2.4$ the grid gives the spectral radius 0.625000 for the subtracted kernel and the Born sum $-0.219017$ hartree⁻¹. Using $k-Z=k(1-\eta_1)$, the pole term is $-0.167260\times1.25/(1-1.25)=0.83630$, and $-0.219017+0.836301=0.617284$ hartree⁻¹, the exact value. Each further shell below $E$ needs its $n^2$ Sturmians subtracted in the same way, so the number of subtractions grows without limit as $E\to0^-$.

## Values computed for the example and the checks

```
Z = 3; E1 = -4.5000 hartree = -122.451 eV
E2 = -1.1250 hartree = -30.613 eV
l=0: k^2 Tr A^2 = 1.64493407, sum 1/n^2 = 1.64493407 (pure numbers)
l=1: k^2 Tr A^2 = 0.64493407, sum 1/n^2 = 0.64493407 (pure numbers)
l=2: k^2 Tr A^2 = 0.39493407, sum 1/n^2 = 0.39493407 (pure numbers)
grid: polynomial degree 140, box radius 40 bohr
k=4.0 1/bohr, E=-8.000 hartree=-217.69 eV, eta1..3 = 0.750000 0.375000 0.250000
k=2.4 1/bohr, E=-2.880 hartree=-78.37 eV, eta1..3 = 1.250000 0.625000 0.416667
k=1.2 1/bohr, E=-0.720 hartree=-19.59 eV, eta1..3 = 2.500000 1.250000 0.833333
k=4.0: c1..3 = 0.484772 -0.489694 0.154221 bohr^1/2; pole lambda1 = 1.3333
  exact <f|G|f> = -0.285714; c1^2/k = 0.058751 (1/hartree)
  m=0: term -0.090796, partial sum -0.090796 (1/hartree)
  m=1: term -0.055816, partial sum -0.146611 (1/hartree)
  m=2: term -0.037390, partial sum -0.184001 (1/hartree)
  m=3: term -0.026398, partial sum -0.210399 (1/hartree)
  m=5: term -0.014166, partial sum -0.243755 (1/hartree)
  m=10: term -0.003310, partial sum -0.275788 (1/hartree)
  m=20: term -0.000186, partial sum -0.285155 (1/hartree)
  term ratio m=41/40: 0.750000
  remainder after m=20: -5.5894e-04, predicted -5.5894e-04 (1/hartree)
k=2.4: c1..3 = 0.633581 -0.298673 -0.094836 bohr^1/2; pole lambda1 = 0.8000
  exact <f|G|f> = 0.617284; c1^2/k = 0.167260 (1/hartree)
  m=0: term -0.187133, partial sum -0.187133 (1/hartree)
  m=1: term -0.221223, partial sum -0.408356 (1/hartree)
  m=2: term -0.268824, partial sum -0.677180 (1/hartree)
  m=3: term -0.331309, partial sum -1.008489 (1/hartree)
  m=5: term -0.512226, partial sum -1.931938 (1/hartree)
  m=10: term -1.557901, partial sum -7.171091 (1/hartree)
  m=20: term -14.507505, partial sum -71.920230 (1/hartree)
  term ratio m=41/40: 1.250000
k=3.0: term m=40 = -0.111111, -1/Z^2 = -0.111111 (1/hartree)
p wave k=2.4: Born sum -0.569801, exact -0.569801 (1/hartree)
p wave k=1.2: term ratio 1.250000
Z=-3 k=4.0: <f|G|f> = -0.057031 1/hartree, ratio -0.750000, sum to m=20 -0.057111
Z=-3 k=2.4: <f|G|f> = -0.086686 1/hartree, ratio -1.250000, sum to m=20 -8.146411
E=3+6j hartree, |E|=6.7082, k=1.9257-3.1158j 1/bohr, |eta1|=0.819036
  exact 0.081301-0.065041j, sum to m=200 0.0813008-0.0650407j (1/hartree)
E=-1+3j hartree, |E|=3.1623, k=2.0402-1.4705j 1/bohr, |eta1|=1.192906
  exact 0.164706-0.141176j, sum to m=200 -5.80783e+14+4.62897e+14j (1/hartree)
state r(1-a r)exp(-Zr), a=1.8000 1/bohr: Born -0.347066, direct -0.347066 (1/hartree)
subtracted kernel k=2.4: spectral radius 0.625000
  Born sum -0.219017 + pole term 0.836301 = 0.617284 (1/hartree)
```
